# The physical Green function and screening transformations in tight-binding LMTO: test program

```python
"""
Result under test (atomic-spheres approximation, Rydberg units):
    G(z) = (z - H)^(-1) = lambda + mu g mu,   g = (P - S)^(-1),
    g_beta = (beta-alpha) P_alpha/P_beta
             + (P_alpha/P_beta) g_alpha (P_alpha/P_beta).
P: diagonal potential functions; S: structure matrix; alpha, beta: screening.
H = C + sqrt(Delta) S_gamma sqrt(Delta), with band centre C, width parameter
Delta and screening gamma that makes P linear in energy.
mu^2 = dP/dz and lambda = -(d2P/dz2)/(2 dP/dz).
Model: s waves on 13 fcc sites, a constant potential inside each sphere.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq
from scipy.constants import physical_constants

RY_EV = physical_constants["Rydberg constant times hc in eV"][0]

# ---------------------------------------------------------------- model input
distance = 5.0                       # nearest-neighbour distance, bohr
E_nu = -0.4                          # expansion energy, Ry
well = np.array([-1.1] + [-0.8] * 12)  # potential in the spheres, Ry
alpha_tb = 0.21                      # screening constant

shell = []
for a in (1, -1):
    for b in (1, -1):
        shell += [(a, b, 0), (a, 0, b), (0, a, b)]
sites = np.array([(0, 0, 0)] + shell, float) * distance / np.sqrt(2)
n = len(sites)
one = np.eye(n)
lattice_constant = distance * np.sqrt(2)
w = lattice_constant * (3 / (16 * np.pi)) ** (1 / 3)  # sphere radius s = w

# ------------------------------------------------- bare structure matrix
separation = np.linalg.norm(sites[:, None] - sites[None], axis=2)
S_bare = np.where(separation > 0, -2 * w / (separation + one), 0.0)

# The spherical average of a tail w/r on another sphere defines S: w<1/r> = -S/2
cosine, cosine_weight = np.polynomial.legendre.leggauss(200)
for j in range(2, n):
    d = separation[1, j]
    tail = w / np.sqrt(w**2 + d**2 - 2 * w * d * cosine)
    average = 0.5 * np.sum(cosine_weight * tail)
    assert abs(-2 * average - S_bare[1, j]) < 1e-10

# ------------------------------------------------- exact potential function
E_s, V_s, s_s = sp.symbols("E V s")
X = s_s * sp.sqrt(E_s - V_s)
P_s = 2 * X * sp.cos(X) / (X * sp.cos(X) - sp.sin(X))
P_derivatives = sp.lambdify(
    (E_s, V_s, s_s), [sp.diff(P_s, E_s, k) for k in range(4)],
    "numpy", cse=True)


def exact_P(energy):
    return P_derivatives(energy, well, w)[0]


P0, P1, P2, P3 = P_derivatives(E_nu, well, w)
lambda_nu = -P2 / (2 * P1)
q_nu = 1 / (P1 + lambda_nu * P0)
Delta = P1 * q_nu**2
gamma = lambda_nu * q_nu
C = E_nu - P0 * q_nu
assert np.all(Delta > 0)

# ------------------------------------------------- partial waves by quadrature
node, node_weight = np.polynomial.legendre.leggauss(60)
radius = 0.5 * w * (node + 1)
radius_weight = 0.5 * w * node_weight


def partial_wave(energy, potential):
    """Normalized u = r*phi on the grid, then u and du/dr at the sphere."""
    k = np.sqrt(energy - potential)
    norm = np.sqrt(np.sum(radius_weight * np.sin(k * radius) ** 2))
    return np.concatenate((np.sin(k * radius),
                           [np.sin(k * w), k * np.cos(k * w)])) / norm


p = np.zeros(n)                      # integral of (d phi/dE)^2
for i in range(n):
    step = 1e-3
    u = partial_wave(E_nu, well[i])
    u_dot = (partial_wave(E_nu + step, well[i])
             - partial_wave(E_nu - step, well[i])) / (2 * step)
    p[i] = np.sum(radius_weight * u_dot[:-2] ** 2)
    # normalization: dP/dE = (2/w) N^2, N from matching the slope of w/r
    phi_slope = (u[-1] - u[-2] / w) / w
    N = (-1 / w) / phi_slope
    assert abs(2 * N**2 / w / P1[i] - 1) < 1e-9
    # phi + omega*phi_dot must give the three-parameter potential function
    for omega in (-0.15, 0.1, 0.25):
        trial = u + omega * u_dot
        P_trial = 2 * w * trial[-1] / (w * trial[-1] - trial[-2])
        x = E_nu + omega - C[i]
        P_model = x / (Delta[i] + gamma[i] * x)
        assert abs(P_trial - P_model) < 1e-4 * (1 + abs(P_model))
schwarzian = P3 / P1 - 1.5 * (P2 / P1) ** 2
assert np.allclose(schwarzian / 6, p, rtol=1e-4)


# ------------------------------------------------- screened representations
def structure(alpha):
    return np.linalg.solve(one - S_bare * alpha[None, :], S_bare)


def potential(z, alpha):
    return (z - C) / (Delta + (gamma - alpha) * (z - C))


def auxiliary_g(z, alpha):
    return np.linalg.inv(np.diag(potential(z, alpha)) - structure(alpha))


def lambda_mu(z, alpha):
    q = Delta + (gamma - alpha) * (z - C)
    return (gamma - alpha) / q, np.sqrt(Delta) / q


def physical_G(z, alpha):
    lam, mu = lambda_mu(z, alpha)
    return np.diag(lam) + mu[:, None] * auxiliary_g(z, alpha) * mu[None, :]


root_Delta = np.sqrt(Delta)
H = np.diag(C) + root_Delta[:, None] * structure(gamma) * root_Delta[None, :]
assert np.allclose(H, H.T, atol=1e-11)
H = 0.5 * (H + H.T)


def resolvent(z):
    return np.linalg.inv(z * one - H)


zero = np.zeros(n)
tight = np.full(n, alpha_tb)
z = E_nu + 0.05j
rng = np.random.default_rng(4)
mixed_a = rng.uniform(0.0, 0.3, n)
mixed_b = rng.uniform(0.0, 0.3, n)

# physical Green function against direct inversion, also site-dependent alpha
for energy in (z, -0.7 + 0.03j, 0.1 + 0.2j):
    for alpha in (zero, tight, gamma, mixed_a):
        assert np.allclose(physical_G(energy, alpha), resolvent(energy),
                           rtol=1e-8, atol=1e-8)

# lambda and mu^2 against finite-difference derivatives of P
h = 1e-4
for alpha in (zero, tight, mixed_a):
    plus, mid, minus = [potential(z + t, alpha) for t in (h, 0, -h)]
    first = (plus - minus) / (2 * h)
    second = (plus - 2 * mid + minus) / h**2
    lam, mu = lambda_mu(z, alpha)
    assert np.allclose(first, mu**2, rtol=1e-5)
    assert np.allclose(-second / (2 * first), lam, rtol=1e-5, atol=1e-5)


# rescaling of g against direct inversion in the new representation
def rescale(g, energy, old, new):
    ratio = potential(energy, old) / potential(energy, new)
    return (np.diag((new - old) * ratio)
            + ratio[:, None] * g * ratio[None, :])


for old, new in ((zero, tight), (tight, gamma), (mixed_a, mixed_b)):
    assert np.allclose(rescale(auxiliary_g(z, old), z, old, new),
                       auxiliary_g(z, new), rtol=1e-8, atol=1e-9)

# screening shortens the range of S
S_tight = structure(tight)
pairs = [int(np.argmin(abs(separation[1] - f * distance)
                       + 10 * (np.arange(n) == 0)))
         for f in (1, np.sqrt(2), np.sqrt(3), 2)]
assert abs(S_tight[1, pairs[3]] / S_tight[1, pairs[0]]) < 0.1

# lambda and mu g mu diverge separately near a pole of P, their sum does not
z_pole = C[0] - Delta[0] / gamma[0]
z_near = z_pole + 1e-4
lam_near, mu_near = lambda_mu(z_near, zero)
scattered_near = mu_near[0] ** 2 * auxiliary_g(z_near, zero)[0, 0]
G_near = resolvent(z_near)[0, 0]
assert abs(lam_near[0]) > 1e3 and abs(G_near) < 100
assert abs(lam_near[0] + scattered_near - G_near) < 1e-5

# the principal square root of dP/dz can reverse an intersite element
z_sign = -0.95 + 0.01j
mu_sign = lambda_mu(z_sign, zero)[1]
mu_principal = np.sqrt(mu_sign**2)
G_principal = (mu_principal[0] * auxiliary_g(z_sign, zero)[0, 1]
               * mu_principal[1])
G_sign = resolvent(z_sign)[0, 1]
assert abs(G_principal + G_sign) < 1e-9 and abs(G_sign) > 1e-4

# ------------------------------------------------- exact energy-dependent P
z_far = E_nu + 0.2 + 0.05j
Pe, Pe1, Pe2, _ = P_derivatives(z_far, well, w)
mu_e = np.sqrt(Pe1)
G_exact = (np.diag(-Pe2 / (2 * Pe1)) + mu_e[:, None]
           * np.linalg.inv(np.diag(Pe) - S_bare) * mu_e[None, :])


def exact_P_tight(energy):
    value = exact_P(energy)
    return value / (1 - tight * value)


plus, mid, minus = [exact_P_tight(z_far + t) for t in (h, 0, -h)]
first = (plus - minus) / (2 * h)
second = (plus - 2 * mid + minus) / h**2
mu_t = mu_e / (1 - tight * Pe)
G_exact_tight = (np.diag(-second / (2 * first)) + mu_t[:, None]
                 * np.linalg.inv(np.diag(mid) - S_tight) * mu_t[None, :])
assert np.allclose(G_exact, G_exact_tight, atol=1e-5)
departure = np.max(abs(G_exact - resolvent(z_far)))
assert departure > 1e-2

# near one isolated pole the exact-P expression is 1/x - p*x, not 1/x
x = 0.02
G_side = []
for t in (x, -x):
    a0, a1, a2, _ = P_derivatives(E_nu + t, well, w)
    G_side.append(-a2 / (2 * a1) + a1 / (a0 - P0))
odd_part = (G_side[0] - G_side[1]) / 2 - 1 / x
assert np.allclose(odd_part, -p * x, rtol=0.01)

# levels of H against exact tail-cancellation levels; the predicted shift is
# the leading order, with a relative remainder proportional to E - E_nu
levels, vectors = np.linalg.eigh(H)
comparison = []
for i in np.where(abs(levels - E_nu) < 0.2)[0]:
    spectrum = np.linalg.eigvalsh(np.diag(exact_P(levels[i])) - S_bare)
    index = int(np.argmin(abs(spectrum)))
    exact_level = brentq(
        lambda e: np.linalg.eigvalsh(np.diag(exact_P(e)) - S_bare)[index],
        levels[i] - 0.02, levels[i] + 0.02, xtol=1e-14)
    shift = exact_level - levels[i]
    predicted = -(vectors[:, i] ** 2 @ p) * (exact_level - E_nu) ** 3
    assert abs(shift - predicted) < 0.12 * abs(predicted)
    comparison.append((levels[i], exact_level, shift, predicted,
                       vectors[0, i] ** 2))
assert len(comparison) > 0

# ---------------------------------------------------------------- output
print(f"sites {n}; neighbour distance {distance:.3f} bohr; w {w:.6f} bohr")
print(f"E_nu {E_nu:.3f} Ry; alpha {alpha_tb:.3f}; z {z:.3f} Ry")
for name, i in (("centre", 0), ("shell", 1)):
    print(f"{name}: well {well[i]:.3f} Ry, C {C[i]:.6f} Ry, "
          f"Delta {Delta[i]:.6f} Ry")
    print(f"{name}: gamma {gamma[i]:.6f}, p {p[i]:.6f} Ry^-2")
    print(f"{name} at E_nu: P {P0[i]:.6f}, P' {P1[i]:.6f} Ry^-1, "
          f"P'' {P2[i]:.6f} Ry^-2")
for label, j in zip(("1", "sqrt2", "sqrt3", "2"), pairs):
    print(f"shell pair, distance/d = {label}: S bare {S_bare[1, j]:.6f}, "
          f"S screened {S_tight[1, j]:.6f}")
for name, alpha in (("bare", zero), ("screened", tight), ("gamma", gamma)):
    lam, mu = lambda_mu(z, alpha)
    g = auxiliary_g(z, alpha)
    G = physical_G(z, alpha)
    print(f"{name}, centre: P {potential(z, alpha)[0]:.6f}, "
          f"g00 {g[0, 0]:.6f}")
    print(f"{name}, centre: lambda {lam[0]:.6f} Ry^-1, "
          f"mu {mu[0]:.6f} Ry^-1/2")
    print(f"{name}: mu g mu 00 {mu[0]**2 * g[0, 0]:.6f} Ry^-1, "
          f"G00 {G[0, 0]:.6f} Ry^-1")
    print(f"{name}: g01 {g[0, 1]:.6f}, G01 {G[0, 1]:.6f} Ry^-1")
direct = resolvent(z)
print(f"direct (z-H)^-1: 00 {direct[0, 0]:.6f}, "
      f"01 {direct[0, 1]:.6f} Ry^-1")
dos = -direct[0, 0].imag / np.pi
print(f"centre density of states per spin at z: {dos:.6f} Ry^-1 "
      f"= {dos / RY_EV:.6f} eV^-1")
ratio = potential(z, zero) / potential(z, tight)
print(f"bare to screened: ratio centre {ratio[0]:.6f}, "
      f"shell {ratio[1]:.6f}")
print(f"bare to screened: added term 00 {alpha_tb * ratio[0]:.6f}")
print(f"bare to screened: scaled term 00 "
      f"{ratio[0]**2 * auxiliary_g(z, zero)[0, 0]:.6f}")
print(f"centre pole of bare P: {z_pole:.6f} Ry; offset "
      f"{z_near - z_pole:.1e} Ry")
print(f"near pole: lambda {lam_near[0]:.4f}, mu g mu {scattered_near:.4f}, "
      f"G00 {G_near:.4f} Ry^-1")
print(f"z {z_sign:.3f} Ry: mu centre {mu_sign[0]:.4f}, "
      f"shell {mu_sign[1]:.4f} Ry^-1/2")
print(f"same z: G01 {G_sign:.6f}, with principal root "
      f"{G_principal:.6f} Ry^-1")
print(f"exact P, z {z_far:.3f} Ry: largest departure from (z-H)^-1 "
      f"{departure:.4f} Ry^-1")
for approximate, exact_level, shift, predicted, weight in comparison:
    print(f"level of H {approximate:.6f} Ry, exact P {exact_level:.6f} Ry "
          f"= {exact_level * RY_EV:.4f} eV, centre weight {weight:.3f}")
    print(f"  shift {shift:.3e} Ry, predicted {predicted:.3e} Ry")
print("all assertions hold")
```

Output:

```
sites 13; neighbour distance 5.000 bohr; w 2.763347 bohr
E_nu -0.400 Ry; alpha 0.210; z -0.400+0.050j Ry
centre: well -1.100 Ry, C -0.791246 Ry, Delta 0.145764 Ry
centre: gamma 0.363722, p 0.289860 Ry^-2
centre at E_nu: P 1.358168, P' 1.756539 Ry^-1, P'' -4.435689 Ry^-2
shell: well -0.800 Ry, C -0.476962 Ry, Delta 0.131391 Ry
shell: gamma 0.393141, p 0.193094 Ry^-2
shell at E_nu: P 0.476108, P' 5.028354 Ry^-1, P'' -24.458793 Ry^-2
shell pair, distance/d = 1: S bare -1.105339, S screened -0.696333
shell pair, distance/d = sqrt2: S bare -0.781593, S screened -0.221160
shell pair, distance/d = sqrt3: S bare -0.638168, S screened -0.067442
shell pair, distance/d = 2: S bare -0.552669, S screened -0.032015
bare, centre: P 1.363691+0.087478j, g00 -3.819096-2.970903j
bare, centre: lambda 1.257610-0.079394j Ry^-1, mu 1.320083-0.083338j Ry^-1/2
bare: mu g mu 00 -7.282389-4.316217j Ry^-1, G00 -6.024779-4.395612j Ry^-1
bare: g01 0.448443+0.330629j, G01 1.476242+0.715390j Ry^-1
screened, centre: P 1.906515+0.171661j, g00 -1.871660-1.415685j
screened, centre: lambda 0.745522-0.027829j Ry^-1, mu 1.851607-0.069117j Ry^-1/2
screened: mu g mu 00 -6.770301-4.367783j Ry^-1, G00 -6.024779-4.395612j Ry^-1
screened: g01 0.303274+0.186533j, G01 1.476242+0.715390j Ry^-1
gamma, centre: P 2.684104+0.343020j, g00 -0.878196-0.640722j
gamma, centre: lambda 0.000000+0.000000j Ry^-1, mu 2.619237+0.000000j Ry^-1/2
gamma: mu g mu 00 -6.024779-4.395612j Ry^-1, G00 -6.024779-4.395612j Ry^-1
gamma: g01 0.204299+0.099004j, G01 1.476242+0.715390j Ry^-1
direct (z-H)^-1: 00 -6.024779-4.395612j, 01 1.476242+0.715390j Ry^-1
centre density of states per spin at z: 1.399167 Ry^-1 = 0.102837 eV^-1
bare to screened: ratio centre 0.713625-0.018370j, shell 0.893690-0.052028j
bare to screened: added term 00 0.149861-0.003858j
bare to screened: scaled term 00 -2.021521-1.411828j
centre pole of bare P: -1.192003 Ry; offset 1.0e-04 Ry
near pole: lambda 10000.0000, mu g mu -10001.5359, G00 -1.5359 Ry^-1
z -0.950+0.010j Ry: mu centre 4.3301-0.1789j, shell -6.6070-0.4759j Ry^-1/2
same z: G01 -0.677819-0.057831j, with principal root 0.677819+0.057831j Ry^-1
exact P, z -0.200+0.050j Ry: largest departure from (z-H)^-1 0.1600 Ry^-1
level of H -0.520567 Ry, exact P -0.520244 Ry = -7.0783 eV, centre weight 0.000
  shift 3.232e-04 Ry, predicted 3.357e-04 Ry
level of H -0.520567 Ry, exact P -0.520244 Ry = -7.0783 eV, centre weight 0.000
  shift 3.232e-04 Ry, predicted 3.357e-04 Ry
level of H -0.520567 Ry, exact P -0.520244 Ry = -7.0783 eV, centre weight 0.000
  shift 3.232e-04 Ry, predicted 3.357e-04 Ry
level of H -0.322657 Ry, exact P -0.322782 Ry = -4.3917 eV, centre weight 0.732
  shift -1.249e-04 Ry, predicted -1.215e-04 Ry
level of H -0.256675 Ry, exact P -0.257268 Ry = -3.5003 eV, centre weight 0.000
  shift -5.933e-04 Ry, predicted -5.615e-04 Ry
level of H -0.256675 Ry, exact P -0.257268 Ry = -3.5003 eV, centre weight 0.000
  shift -5.933e-04 Ry, predicted -5.615e-04 Ry
level of H -0.256675 Ry, exact P -0.257268 Ry = -3.5003 eV, centre weight 0.000
  shift -5.933e-04 Ry, predicted -5.615e-04 Ry
all assertions hold
```
